# Finding symmetry-broken vacancy minima and escaping symmetric traps

## A doublet with one distortion

Take one distortion coordinate $U$ with elastic energy $\kappa U^2/2$, and two orbitals with levels $+cU$ and $-cU$ that share two spin-paired electrons. Let the occupations be smeared with width $kT$. The levels lie symmetrically about zero, so the chemical potential is zero. The free energy is then the elastic energy minus $2kT\sum\ln(1+e^{-\varepsilon/kT})$, where the factor 2 counts spin. Since $(1+e^{-x})(1+e^{x})=4\cosh^2(x/2)$,

$$F(U)=\tfrac12\kappa U^2-4kT\ln\!\left[2\cosh\frac{cU}{2kT}\right],$$

$$F'(U)=\kappa U-2c\tanh\frac{cU}{2kT},\qquad F''(0)=\kappa-\frac{c^2}{kT}.$$

At $U=0$ the force vanishes for every $kT$. Steepest descent, $U\leftarrow U-\eta F'(U)$, started there never moves, although for $kT<c^2/\kappa$ the point is a maximum. The optimizer sees the first derivative, and the instability is in the second.

Two limits mark the range of this argument. As $kT\to0$ the electronic term becomes $-2c|U|$. The symmetric point is then a cusp with no unique force, and trapping requires equal occupation of the two orbitals. For $kT>c^2/\kappa$, the inequality $\tanh x<x$ for $x>0$ gives $F'(U)>0$ for all $U>0$, so $U=0$ is the sole minimum. A second kind of trap, a symmetric local minimum with a deeper distorted one elsewhere, needs a richer energy surface. The vacancy model below has both kinds.

## Why symmetry is preserved

Let $R$ collect the atomic positions, and let $g$ be an operation of the defect's point group, acting as an orthogonal matrix that rotates displacements and permutes equivalent atoms. Assume $F(gR)=F(R)$, with $F$ differentiable. Differentiation gives

$$\nabla F(gR)=g\,\nabla F(R).$$

If the geometry is symmetric, $gR=R$, then $\nabla F=g\nabla F$: the gradient is itself invariant. A descent step adds an invariant vector to an invariant geometry, and by induction all iterates are symmetric.

The same holds for BFGS. Let $B$ be its inverse Hessian, $s$ the last step, $y$ the change of gradient and $\rho=1/(y^Ts)$. The update is

$$B'=(1-\rho sy^T)B(1-\rho ys^T)+\rho ss^T .$$

If $gBg^T=B$, $gs=s$ and $gy=y$, each factor is unchanged under $g(\cdot)g^T$, so $gB'g^T=B'$. The direction $p=-B\nabla F$ then obeys $gp=-(gBg^T)(g\nabla F)=p$. A unit matrix is an invariant starting choice.

For four atoms on a tetrahedron there are 12 displacement coordinates. The number of invariant ones is the group average of the character, which is the trace of the rotation times the number of atoms left in place. The identity gives $3\times4=12$, each of the six mirror planes gives $1\times2=2$, and the other 17 operations give zero. The average is $(12+6\times2)/24=1$. A symmetric start explores breathing and nothing else.

The argument applies equally to a subgroup. A neat distortion that shortens one pair preserves the operations compatible with that pair and may end at a saddle of lower symmetry. A targeted distortion should therefore carry a small random rattle.

The assumption about $F$ includes the electrons. If a degenerate level is partly filled with integer occupations, the choice of occupied orbital can break the symmetry and produce a distorting force at a symmetric geometry.

## A four-orbital vacancy

Each of the four neighbours of a neutral vacancy contributes one dangling orbital, and together they hold four spin-paired electrons. For a pair at distance $d$ let

$$g(d)=e^{(d_0-d)/\lambda},\qquad t(d)=t_0g(d),\qquad H_{ij}=-t(d_{ij}).$$

From here on $g$ denotes this function. Each pair has a repulsion $Ag^2$, and each atom is tied to its ideal site by $ku^2/2$. The algebra holds in any consistent units, including atomic units. Explicit electron-electron interaction, open-shell spin states and long-range lattice relaxation are left out.

Let $f_m$ be the occupation of orbital $m$ per spin. The electronic free energy is $\sum_m2f_m\varepsilon_m-TS$, with

$$TS=-2kT\sum_m[f_m\ln f_m+(1-f_m)\ln(1-f_m)].$$

Because $\partial(TS)/\partial f_m=2kT\ln[(1-f_m)/f_m]=2(\varepsilon_m-\mu)$, a change of occupations alters $F$ by $2\mu\sum_m df_m$, which is zero at fixed electron number. What remains is $\mathrm{Tr}(P\,dH)$, where $P$ is the density matrix summed over spin. The pair $ij$ enters $H$ twice, and $dH_{ij}/dd_{ij}=t_0g/\lambda$, so

$$\frac{\partial F}{\partial d_{ij}}=\frac{2P_{ij}t_0g_{ij}-2Ag_{ij}^2}{\lambda}.$$

The anchoring adds $ku_i$ to the gradient on atom $i$. This gradient was tested against finite differences at a generic geometry.

At a symmetric geometry the vector $(1,1,1,1)/2$, called $a_1$, has energy $-3t$. The three vectors orthogonal to it, called $t_2$, have energy $+t$. Two electrons fill $a_1$ and two are shared by $t_2$, whose occupation per spin is $f\approx1/3$.

## Curvature at the symmetric point

**Geometry.** Use displacement vectors of unit length in the 12-dimensional space, with amplitude $U$. If two atoms move relative to each other by $a$ along their bond and $b$ across it, then to second order

$$\delta d=a+\frac{b^2}{2d}.$$

For the $E$ mode, give an atom at a site proportional to $(x,y,z)$, with entries $\pm1$, the displacement $(2x,-y,-z)U/\sqrt{24}$. Projection on the edges gives $a=-U/\sqrt3$ for two opposite pairs and $a=+U/(2\sqrt3)$ for the other four. Hence $\sum a^2=2U^2/3+4U^2/12=U^2$. The first two pairs have $b=0$, and the other four have $b^2=3U^2/4$ each, so $\sum b^2=3U^2$.

For the internal $T_2$ mode, atoms 1 and 2 approach each other while 3 and 4 separate, each moving by $U/2$. Then $a_{12}=-U$, $a_{34}=+U$ and the other four $a$ vanish, so $\sum a^2=2U^2$. Those four pairs have $b^2=U^2/2$ each, so $\sum b^2=2U^2$.

**Frozen density.** Let $n_a$ and $n_t$ be the electron numbers per $a_1$ and $t_2$ orbital, both spins included. The off-diagonal elements of the projectors on $a_1$ and $t_2$ are $1/4$ and $-1/4$, so $P_{ij}=P=(n_a-n_t)/4$. With $P$ frozen each pair has energy $V(d)=-2Pt+Ag^2$, and

$$V'=\frac{2Pt-2Ag^2}{\lambda},\qquad V''=\frac{-2Pt+4Ag^2}{\lambda^2}.$$

The second-order energy is $\tfrac12kU^2+\tfrac12V''\sum a^2+V'\sum b^2/(2d)$. The first two curvature terms and the bond-rotation term follow by inserting the sums above.

**Redistribution within $t_2$.** Set $q=tU/\lambda$. In the $E$ mode the first-order change of $H$ is $-q/\sqrt3$ for the two short pairs and $+q/(2\sqrt3)$ for the rest. Acting on $(1,1,-1,-1)/2$ it gives the shift $-q/\sqrt3-2q/(2\sqrt3)=-2q/\sqrt3$. The vectors $(1,-1,0,0)/\sqrt2$ and $(0,0,1,-1)/\sqrt2$ each shift by $+q/\sqrt3$. In the $T_2$ mode the three shifts are $+q$, $-q$ and $0$. In both cases the shifts sum to zero and their squares sum to $2q^2$.

Since the derivative of the electronic energy with respect to a level is $2f$, and $df/d\varepsilon=-f(1-f)/kT$ at fixed $\mu$, the second-order response is

$$-\frac{f(1-f)}{kT}\sum_m(\delta\varepsilon_m)^2=-\frac{2f(1-f)}{kT}\frac{t^2U^2}{\lambda^2}.$$

The zero sum of the shifts keeps $\mu$ fixed to first order, as this expression requires.

**Mixing of $a_1$ and $t_2$.** The $E$ change leaves $a_1$ uncoupled, because each of its rows sums to zero. The $T_2$ change couples $a_1$ to $(1,1,-1,-1)/2$ with element $-q$. Across the gap $4t$ the lower level falls and the upper rises by $q^2/4t$, which changes the energy by $-(n_a-n_t)q^2/4t$.

Twice the coefficient of $U^2$ is the curvature:

$$h_E=k+V''+\frac{3V'}d-\frac{4f(1-f)}{kT}\frac{t^2}{\lambda^2},$$

$$h_{T_2}=k+2V''+\frac{2V'}d-\frac{(n_a-n_t)t}{2\lambda^2}-\frac{4f(1-f)}{kT}\frac{t^2}{\lambda^2}.$$

Both were tested against a numerical Hessian. For a filled $a_1$ level, $n_a=2$, $f=1/3$ and $4f(1-f)=8/9$. If $K$ is $h_{T_2}$ without its last term, the $T_2$ threshold is

$$kT_c=\frac{8}{9K}\left(\frac t\lambda\right)^2 .$$

A small smearing gives a large negative curvature and a large one can make the symmetric point stable. Without smearing the expansion fails. For $U>0$ in the $E$ mode both $t_2$ electrons enter the level at $-2q/\sqrt3$, giving the slope $-4t/(\sqrt3\lambda)$. For $U<0$ the doublet is lowest and the slope per unit $|U|$ has half that size.

## Errors of the stopping test

Near a stationary point, an amplitude $u$ along a mode of curvature $h$ is multiplied by $1-\eta h$ at each descent step. Stable modes converge if $\eta h<2$. For $h<0$ the amplitude grows, and passing from $u_0$ to $u_1$ takes

$$n\approx\frac{\ln(u_1/u_0)}{\ln(1+\eta|h|)}$$

steps while the linear regime holds. Unless the program enforces symmetry, rounding usually supplies a nonzero $u_0$, and the trapping is then not permanent. In a real run the force threshold may be met first.

A small force bounds the error only near a minimum. If the smallest curvature there is $h_{\min}>0$, the quadratic approximation gives a position error of at most $|\nabla F|/h_{\min}$ and an energy error of at most $|\nabla F|^2/(2h_{\min})$. At a saddle the same force says nothing about the distance to a lower minimum. The sign of the lowest Hessian eigenvalue, when it is not zero, tells a saddle from a minimum, but it too is local: a positive value doesn't exclude a deeper basin.

## The search

1. Relax the symmetric geometry and find its lowest Hessian eigenvalue.
2. From the ideal geometry, shorten one pair, or two opposite pairs, by several fractions. In the ideal tetrahedron one representative of each type suffices; at a less symmetric site the inequivalent choices must be listed.
3. Add a small random rattle to each targeted start.
4. Add starts with random displacements of several amplitudes.
5. Relax all starts with steps short enough not to jump between basins, and check the residual forces.
6. Group the endpoints by free energy at one common smearing, keep the lowest, and check its Hessian.

If a random start reaches the desired basin with probability $p$, then $N$ independent starts all miss it with probability $(1-p)^N$. To limit that risk to $\delta$ requires $N\ge\ln\delta/\ln(1-p)$. No finite $N$ proves that the global minimum has been found.

## Worked example

The round parameters are $d_0=3.8$ Å, $\lambda=0.55$ Å, $t_0=0.15$ eV, $A=0.0075$ eV and $k=3$ eV/Å$^2$. They represent no particular material. The full values are in the numerical output.

**The saddle trap.** At $kT=0.025$ eV the relaxed symmetric pair length is 3.484 Å and $t=0.2664$ eV. Thus $g=1.776$ and $(t/\lambda)^2=0.2346$ eV$^2$/Å$^2$. With $P=1/3$, $V'=0.237$ eV/Å and $V''=-0.274$ eV/Å$^2$. In eV/Å$^2$,

$$K=3-0.549+0.136-0.587=2.000,$$

$$h_{T_2}=2.000-\frac{8}{9}\,\frac{0.2346}{0.025}=-6.34.$$

The threshold is $kT_c=(8/9)(0.2346)/2.000=0.104$ eV, or about 1210 K. This is an electronic smearing, not a predicted transition temperature of a crystal. The Hessian gives the same threshold to about 0.05%.

Symmetric descent nevertheless stops after 39 steps with a largest force component of 0.0096 eV/Å, below its threshold of 0.01 eV/Å. Its asymmetry is $10^{-13}$ Å, and BFGS also remains symmetric. With $\eta=0.04$ Å$^2$/eV the growth factor is $1+0.04\times6.34=1.254$. Growth from $10^{-8}$ to $10^{-2}$ Å should take $\ln10^6/\ln1.254\approx61$ steps; the run takes 62.

This also sets a scale for a rattle applied at the relaxed saddle itself. The largest Cartesian component of the unit $T_2$ vector is $2/\sqrt{32}=0.354$. Around the relaxed saddle, an amplitude below $0.01/(0.354\times6.34)\approx0.0045$ Å along this mode gives forces under the threshold and can be accepted at once. The limit does not carry over to a rattle of the ideal geometry: there the unstable component grows while the breathing mode relaxes, and a much smaller rattle can escape.

**The paired minimum.** The lowest structure found has two pairs at 2.348 Å and four at 3.316 Å. From these rounded lengths, which leave the last digit of each term below uncertain, the hoppings are $t_s=2.102$ and $t_w=0.362$ eV. For two opposite short pairs the levels are $-t_s-2t_w$, $-t_s+2t_w$ and twice $+t_s$. Four electrons fill the first two, with total energy $-4t_s=-8.408$ eV and a gap $2t_s-2t_w=3.48$ eV.

The repulsion is 2.946 eV for the short pairs and 0.174 eV for the others. The pair lengths imply that each atom moves 0.726 Å along its short pair and 0.092 Å across it. The anchoring energy is $4\times\tfrac12\times3\times(0.726^2+0.092^2)=3.213$ eV. The sum is $-2.075$ eV, as found by the search.

The gain over the symmetric point is 1.28 eV (123.5 kJ/mol) at the smaller smearing and 0.80 eV (77.4 kJ/mol) at $kT=0.15$ eV. The paired free energy is the same to the printed digits, because its gap suppresses the entropy. The symmetric state is lowered by $TS$, which for a filled $a_1$ level is $6kT[\ln3-\tfrac23\ln2]=0.573$ eV at the larger smearing and 0.095 eV at the smaller. This difference of 0.48 eV accounts for the change in gain.

**The basin trap.** At $kT=0.15$ eV the curvatures are $h_E=1.55$ and $h_{T_2}=0.63$ eV/Å$^2$. The symmetric point is now a local minimum, and all 20 random starts with standard deviation 0.02 Å per coordinate return to it, as do all 20 at 0.10 Å. At 0.30 Å, 12 return, 8 end elsewhere and none reaches the paired minimum.

Shortening two opposite pairs by 20, 30 or 40% does reach it; 10% does not. Shortening one pair by 20, 30 or 40% leads to an intermediate endpoint 0.36 eV below the symmetric state. It is a second local minimum, with a single short pair at 2.36 Å and a lowest Hessian eigenvalue of 1.19 eV/Å$^2$. The targeted pattern matters as well as its size.

The highest sampled point on a straight path to the paired minimum is 0.034 eV above the symmetric one. Up to the sampling error this is an upper bound to the lowest barrier, not its value. A low barrier does not by itself make random starts efficient. For scale, a Gaussian displacement at the largest amplitude has a root-mean-square projection of 0.30 Å on any fixed direction, and the 20% two-pair distortion has length $2\times0.38=0.76$ Å, of which $0.76\sqrt{2/3}=0.62$ Å is breathing and $0.76/\sqrt3=0.44$ Å is $E$ mode. Length is not the only obstacle: the symmetric basin has a lower exit, about 0.004 eV high, toward the one-pair minimum, and most random starts that leave the basin end there. Zero successes in 20 trials still allow $p$ up to $1-0.05^{1/20}=0.14$ at 95% confidence.

At the smaller smearing every start with amplitude 0.02 Å escapes, but only 8 of 20 reach the lowest minimum. The estimate $p=0.40$ has a standard error $\sqrt{0.4\times0.6/20}=0.11$. Taking 0.40 at face value, six starts reduce the chance of missing that minimum below 5%. Leaving the symmetric saddle and finding the lowest structure are separate tasks. All eight targeted starts succeed at this smearing, including those that shorten one pair.

## Computed results

```
Inputs: d0=3.8 A, lambda=0.55 A, t0=0.15 eV
Inputs: A=0.0075 eV, k=3.0 eV/A^2, step=0.04 A^2/eV
Force check, largest error: 4.7e-11 eV/A
Symmetry operations: 24; invariant modes: 1 of 12
Symmetric pair length, low kT: 3.4842 A
Symmetric hopping t, low kT: 0.2664 eV
Levels at high kT: a1=-0.7958, t2=0.2653 eV
Occupations per spin at high kT: a1=0.99831, t2=0.33390
kT*S, symmetric, high kT: 0.5770 eV
kT*S from filled-a1 formula: 0.5729 eV
Unsmeared one-sided E slope: -1.1179 eV/A
kT=0.025 eV curvatures: E=-5.4095, T2=-6.3388 eV/A^2
kT=0.15 eV curvatures: E=1.5503, T2=0.6278 eV/A^2
Critical kT, Hessian: 0.10417 eV = 1209 K
Critical kT, closed form: 0.10422 eV
Symmetric descent: 39 steps, force 0.0096 eV/A
Asymmetry: descent 1.0e-13 A, BFGS 5.4e-16 A
Escape from 1e-8 to 0.01 A: 62 steps; formula 61.1
SEARCH kT=0.025 eV: 158 steps, largest force 9.1e-06 eV/A
  F symmetric=-0.7946, F lowest=-2.0751 eV
  Gain=1.2805 eV = 123.5 kJ/mol
  Lowest pair lengths (A): 2.348 2.348 3.316 3.316 3.316 3.316
  one pair, shortening 10/20/30/40%, F-Fsym (eV): -1.2805 -1.2805 -1.2805 -1.2805
  two pairs, shortening 10/20/30/40%, F-Fsym (eV): -1.2805 -1.2805 -1.2805 -1.2805
  random sigma=0.02 A: lowest 8/20, symmetric 0/20
  random sigma=0.10 A: lowest 14/20, symmetric 0/20
  random sigma=0.30 A: lowest 11/20, symmetric 0/20
SEARCH kT=0.15 eV: 456 steps, largest force 1.0e-05 eV/A
  F symmetric=-1.2725, F lowest=-2.0751 eV
  Gain=0.8026 eV = 77.4 kJ/mol
  Lowest pair lengths (A): 2.348 2.348 3.316 3.316 3.316 3.316
  one pair, shortening 10/20/30/40%, F-Fsym (eV): 0.0000 -0.3593 -0.3593 -0.3593
  two pairs, shortening 10/20/30/40%, F-Fsym (eV): 0.0000 -0.8026 -0.8026 -0.8026
  random sigma=0.02 A: lowest 0/20, symmetric 20/20
  random sigma=0.10 A: lowest 0/20, symmetric 20/20
  random sigma=0.30 A: lowest 0/20, symmetric 12/20
Straight-path barrier at high kT: 0.0343 eV
```
